# How many interface states does a pinning factor of 0.1 require?: a program that tests the result

```python
# Result under test: interface states of uniform density D (per area and energy),
# lying a distance delta from a metal across a gap of relative permittivity eps_g,
# give the flat-band pinning factor
#     S = d(Phi_eff)/d(Phi_M) = 1 / (1 + e^2 D delta / (eps_g eps0)).
# S = 0.1, delta = 0.5 nm and eps_g = 1 then need D of about 1e14 /(cm^2 eV).
# Phi_M: metal work function; Phi_eff: effective work function at flat band;
# Phi_CNL: depth of the charge neutrality level below the local vacuum level.
# Internal units: eV, nm, and states per nm^2 per eV.
import numpy as np
from scipy.constants import e, epsilon_0, k
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import expit, iv

Q = e / epsilon_0 * 1e9          # e^2/eps0 in eV nm
TO_CM = 1e14                     # 1/nm^2 expressed in 1/cm^2
S_target = 0.1
delta = 0.5
phi_cnl = 4.5
metals = (4.0, 5.0)
phi_back = 4.6
kappa = 20.0
t_ox = 3.0
decay = 0.3
site_spacing = 0.3
h = 0.01                         # grid spacing
n_gap = round(delta / h)
n_ox = round(t_ox / h)


def pinning_factor(D, eps_g=1.0):
    return 1 / (1 + Q * D * delta / eps_g)


def required_density(S, eps_g=1.0):
    return (1 / S - 1) * eps_g / (Q * delta)


def vacuum_level(phi_m, bias, D, eps_g=1.0, tail=None):
    """Finite-difference Poisson solution for the local vacuum level in eV.
    The back electrode has its Fermi level at zero, the gate at -bias.
    tail=None puts all states in one plane; otherwise they decay into the oxide."""
    n = n_gap + n_ox + 1
    eps = np.where(np.arange(n - 1) < n_gap, eps_g, kappa)
    weight = np.zeros(n)
    if tail is None:
        weight[n_gap] = 1.0
    else:
        depth = h * np.arange(n_ox + 1)
        weight[n_gap:] = np.exp(-depth / tail)
        weight[n_gap] *= 0.5
        weight[-1] = 0.0
        weight /= weight.sum()
    states = Q * D * weight
    band = np.zeros((3, n))
    rhs = -states * (-bias + phi_cnl)
    band[0, 2:] = eps[1:] / h
    band[1, 1:-1] = -(eps[:-1] + eps[1:]) / h - states[1:-1]
    band[2, :-2] = eps[:-1] / h
    band[1, 0] = band[1, -1] = 1.0
    rhs[0] = phi_m - bias
    rhs[-1] = phi_back
    return solve_banded((1, 1), band, rhs)


def flat_band_voltage(phi_m, D, eps_g=1.0, tail=None):
    def back_step(bias):
        u = vacuum_level(phi_m, bias, D, eps_g, tail)
        return u[-1] - u[-2]
    return brentq(back_step, -5, 5, xtol=1e-12)


def numerical_slope(D, eps_g=1.0, tail=None):
    v = [flat_band_voltage(p, D, eps_g, tail) for p in metals]
    return (v[1] - v[0]) / (metals[1] - metals[0])


# Pinning factor from the Poisson solution, for several densities and gaps
for D_try in (0.05, 0.3, 1.0, 3.0):
    for eps_try in (1.0, 3.0):
        assert abs(numerical_slope(D_try, eps_try)
                   - pinning_factor(D_try, eps_try)) < 1e-6

# Density needed for the target, found by root search on the Poisson solution
D_req = required_density(S_target)
D_num = brentq(lambda D: numerical_slope(D) - S_target, 0.1, 5.0)
D_num3 = brentq(lambda D: numerical_slope(D, 3.0) - S_target, 0.1, 9.0)
assert abs(D_num / D_req - 1) < 1e-5
assert abs(D_num3 / required_density(S_target, 3.0) - 1) < 1e-5
assert abs(D_num * TO_CM / 1e14 - 1) < 0.05

# Effective work functions: flat-band voltage against the interpolation formula
phi_eff = [S_target * p + (1 - S_target) * phi_cnl for p in metals]
v_fb = [flat_band_voltage(p, D_req) for p in metals]
for w, v in zip(phi_eff, v_fb):
    assert abs(v - (w - phi_back)) < 1e-6

# Filling law at 300 K from the Fermi function in a band 4 eV wide
kT = k * 300 / e
x = phi_cnl - phi_eff[0]
filled = quad(lambda E: expit((x - E) / kT), -2, 2,
              points=[x - 0.3, x, x + 0.3], epsabs=1e-11)[0]
assert abs((filled - 2.0) - x) < 1e-7

# Gap step and sheet charge from the numerical potential at flat band
u_fb = vacuum_level(metals[0], v_fb[0], D_req)
gap_step = u_fb[n_gap] - u_fb[0]
N_sheet = D_req * x
assert abs(gap_step - Q * N_sheet * delta) < 1e-6

# Slope of the sheet level at fixed bias is not the flat-band pinning factor
u_fix = [vacuum_level(p, 0.0, D_req)[n_gap] for p in metals]
slope_fixed = (u_fix[1] - u_fix[0]) / (metals[1] - metals[0])
slope_fixed_formula = (1 / delta) / (1 / delta + kappa / t_ox + Q * D_req)
assert abs(slope_fixed - slope_fixed_formula) < 1e-6
assert slope_fixed < 0.9 * S_target

# Nonuniform density D(E) = D_req (1 + (E/width)^2), E from the neutrality level
width = 0.1


def phi_eff_nonuniform(phi_m):
    def mismatch(w):
        y = phi_cnl - w
        return w - phi_m - Q * delta * D_req * (y + y**3 / (3 * width**2))
    return brentq(mismatch, 3.0, 6.0, xtol=1e-14)


dp = 1e-3
slope_local = (phi_eff_nonuniform(metals[0] + dp)
               - phi_eff_nonuniform(metals[0] - dp)) / (2 * dp)
y0 = phi_cnl - phi_eff_nonuniform(metals[0])
D_local = D_req * (1 + (y0 / width)**2)
assert abs(slope_local - pinning_factor(D_local)) < 1e-5
assert abs(slope_local - S_target) > 1e-3


# States decaying exponentially into the dielectric: Bessel-function result
def pinning_tail(D):
    s = 2 * np.sqrt(Q * D * decay / kappa)
    return 1 / (iv(0, s) + kappa * delta * s / (2 * decay) * iv(1, s))


S_tail = numerical_slope(D_req, tail=decay)
assert abs(S_tail / pinning_tail(D_req) - 1) < 2e-3
assert S_tail < S_target
D_tail = brentq(lambda D: numerical_slope(D, tail=decay) - S_target, 0.1, 5.0)
assert D_tail < D_req

sites = 1 / site_spacing**2
print(f"target pinning factor S: {S_target:.2f}")
print(f"gap delta: {delta:.2f} nm")
print(f"e^2/eps0: {Q:.3f} eV nm")
print(f"e^2 D delta/eps0 at required D: {Q * D_req * delta:.3f}")
print(f"required D, formula: {D_req * TO_CM:.3e} /(cm^2 eV)")
print(f"required D, Poisson root search: {D_num * TO_CM:.3e} /(cm^2 eV)")
print(f"required D in nm units: {D_req:.4f} /(nm^2 eV)")
print(f"D with 1/S in place of 1/S-1: {TO_CM/(S_target*Q*delta):.3e} /(cm^2 eV)")
for S in (0.05, 0.2, 0.5):
    print(f"required D for S={S:.2f}: {required_density(S)*TO_CM:.3e} /(cm^2 eV)")
print(f"required D for S=0.10, eps_g=3: {D_num3 * TO_CM:.3e} /(cm^2 eV)")
print(f"neutrality level depth: {phi_cnl:.2f} eV")
print(f"back electrode work function: {phi_back:.2f} eV")
for p, w, v in zip(metals, phi_eff, v_fb):
    print(f"metal {p:.2f} eV: Phi_eff {w:.3f} eV, V_FB {v:.3f} V")
print(f"Fermi level above neutrality, metal 4.0 eV: {x:.3f} eV")
print(f"excess electrons, metal 4.0 eV: {N_sheet * TO_CM:.3e} /cm^2")
print(f"energy step in gap, metal 4.0 eV: {gap_step:.3f} eV")
print(f"field in gap, metal 4.0 eV: {gap_step / delta:.3f} V/nm")
print(f"square-lattice spacing: {site_spacing:.2f} nm")
print(f"site density: {sites * TO_CM:.3e} /cm^2")
print(f"states per site per eV: {D_req / sites:.4f}")
print(f"oxide permittivity: {kappa:.1f}, thickness: {t_ox:.1f} nm")
print(f"sheet-level slope at fixed bias: {slope_fixed:.4f}")
print(f"width in nonuniform D(E): {width:.2f} eV")
print(f"nonuniform case, Fermi level above neutrality: {y0:.4f} eV")
print(f"nonuniform case, D at Fermi level: {D_local*TO_CM:.3e} /(cm^2 eV)")
print(f"nonuniform case, local slope: {slope_local:.4f}")
print(f"decay length of spread states: {decay:.2f} nm")
print(f"S with spread states, same D, Poisson: {S_tail:.4f}")
print(f"S with spread states, Bessel formula: {pinning_tail(D_req):.4f}")
print(f"required D with spread states: {D_tail * TO_CM:.3e} /(cm^2 eV)")
print("all tests passed")
```

Output:

```
target pinning factor S: 0.10
gap delta: 0.50 nm
e^2/eps0: 18.095 eV nm
e^2 D delta/eps0 at required D: 9.000
required D, formula: 9.947e+13 /(cm^2 eV)
required D, Poisson root search: 9.947e+13 /(cm^2 eV)
required D in nm units: 0.9947 /(nm^2 eV)
D with 1/S in place of 1/S-1: 1.105e+14 /(cm^2 eV)
required D for S=0.05: 2.100e+14 /(cm^2 eV)
required D for S=0.20: 4.421e+13 /(cm^2 eV)
required D for S=0.50: 1.105e+13 /(cm^2 eV)
required D for S=0.10, eps_g=3: 2.984e+14 /(cm^2 eV)
neutrality level depth: 4.50 eV
back electrode work function: 4.60 eV
metal 4.00 eV: Phi_eff 4.450 eV, V_FB -0.150 V
metal 5.00 eV: Phi_eff 4.550 eV, V_FB -0.050 V
Fermi level above neutrality, metal 4.0 eV: 0.050 eV
excess electrons, metal 4.0 eV: 4.974e+12 /cm^2
energy step in gap, metal 4.0 eV: 0.450 eV
field in gap, metal 4.0 eV: 0.900 V/nm
square-lattice spacing: 0.30 nm
site density: 1.111e+15 /cm^2
states per site per eV: 0.0895
oxide permittivity: 20.0, thickness: 3.0 nm
sheet-level slope at fixed bias: 0.0750
width in nonuniform D(E): 0.10 eV
nonuniform case, Fermi level above neutrality: 0.0469 eV
nonuniform case, D at Fermi level: 1.214e+14 /(cm^2 eV)
nonuniform case, local slope: 0.0835
decay length of spread states: 0.30 nm
S with spread states, same D, Poisson: 0.0865
S with spread states, Bessel formula: 0.0865
required D with spread states: 8.625e+13 /(cm^2 eV)
all tests passed
```
